\section*{How fast clusters leave critical size: two derivations}

\section{The decision}

A calculation of particle formation in a hot, supersaturated vapour must decide between two treatments. Either the steady nucleation flux is evaluated from the local temperature and supersaturation, or the populations of all cluster sizes are followed in time. The steady flux can be trusted only if the gas changes little while clusters near critical size adjust. That adjustment has the rate
\begin{equation}
\lambda=2\pi f_*Z^2 ,
\label{eq:result}
\end{equation}
where $f_*$ is the frequency at which a critical cluster gains atoms and $Z$ is the Zeldovich factor.

Let $n$ be the number of atoms in a cluster and $W(n)$ its work of formation divided by $kT$. The temperature and the supersaturation $S$ of the vapour are held fixed. $W$ has a smooth maximum $W_*$ at the critical size $n_*$, and
\begin{equation}
Z=\sqrt{\frac{-W''(n_*)}{2\pi}} .
\label{eq:Z}
\end{equation}
Primes are derivatives with respect to $n$. Since $n$ is a pure number, so is $Z$, and $\lambda$ has the unit of $f_*$.

Clusters change by one atom at a time, with attachment frequency $f(n)$ and detachment frequency $g(n)$. They are dilute and do not merge. If $N_n$ is the concentration of size $n$, the net flux from $n$ to $n+1$ is
\begin{equation}
J_n=f(n)N_n-g(n+1)N_{n+1}.
\label{eq:flux}
\end{equation}
The constrained equilibrium population $N^{\rm e}_n\propto e^{-W(n)}$ carries no flux, so that
\begin{equation}
f(n)N^{\rm e}_n=g(n+1)N^{\rm e}_{n+1}.
\label{eq:balance}
\end{equation}
Both derivations use this detailed balance.

\section{First derivation: drift in the continuum flux}

Replacing $g(n+1)$ in \eqref{eq:flux} by means of \eqref{eq:balance} gives
\begin{equation}
J_n=f(n)N^{\rm e}_n\left[\frac{N_n}{N^{\rm e}_n}-\frac{N_{n+1}}{N^{\rm e}_{n+1}}\right].
\end{equation}
If the ratio $N/N^{\rm e}$ varies slowly from one size to the next, the bracket is minus its derivative. With $N^{\rm e}\propto e^{-W}$,
\begin{align}
J&=-f e^{-W}\frac{\partial}{\partial n}\left(Ne^{W}\right)
 =-f\frac{\partial N}{\partial n}-fW'N .
\label{eq:fp}
\end{align}
The first term is diffusion along the size axis with coefficient $f$. The second is transport at the velocity
\begin{equation}
v(n)=-f(n)W'(n),
\end{equation}
which points down the barrier on either side. Its derivative is $v'=-f'W'-fW''$. At the top $W'=0$, so the variation of $f$ drops out. With $\delta=n-n_*$,
\begin{equation}
\frac{d\delta}{dt}=v\simeq -f_*W''(n_*)\,\delta=2\pi f_*Z^2\,\delta=\lambda\delta .
\label{eq:first}
\end{equation}
The curvature is negative, hence $\lambda>0$: a cluster above critical size drifts upwards and one below it drifts downwards. The Zeldovich factor enters squared because $Z^2$, not $Z$, is proportional to the curvature.

\subsection*{What diffusion adds}

A single cluster does not follow \eqref{eq:first}; it also takes random steps. Close to the top let $f=f_*$ and $v=\lambda\delta$. Continuity, $\partial N/\partial t=-\partial J/\partial n$, then reads
\begin{equation}
\frac{\partial N}{\partial t}=f_*\frac{\partial^2N}{\partial\delta^2}-\lambda\frac{\partial(\delta N)}{\partial\delta}.
\label{eq:linear}
\end{equation}
Try a normalised Gaussian of mean $m(t)$ and variance $s(t)$, and write $y=\delta-m$. Dividing \eqref{eq:linear} by $N$ gives
\begin{equation}
-\frac{\dot s}{2s}+\frac{\dot m\,y}{s}+\frac{\dot s\,y^2}{2s^2}
=f_*\left(\frac{y^2}{s^2}-\frac1s\right)-\lambda+\frac{\lambda(y+m)y}{s}.
\end{equation}
The terms linear in $y$ require $\dot m=\lambda m$. Those in $y^2$ require $\dot s=2f_*+2\lambda s$, and the constant terms then agree. For a sharp start at $\delta_0$,
\begin{equation}
m=\delta_0e^{\lambda t},\qquad
s=\ell^2\left(e^{2\lambda t}-1\right),\qquad
\ell^2=\frac{f_*}{\lambda}=\frac{1}{2\pi Z^2}.
\label{eq:moments}
\end{equation}
The length $\ell$, counted in atoms, is the distance from the top at which $W$ has fallen by $\frac12$, because $W\simeq W_*-\delta^2/2\ell^2$. At late times the spread is $\ell e^{\lambda t}$, so the ratio of mean to spread tends to $\delta_0/\ell$. A cluster that starts well inside $|\delta_0|<\ell$ has its fate settled mostly by chance, and one that starts well outside mostly by drift.

The Gaussian also shows how a population leaves the top. At fixed $\delta$ and late times,
\begin{equation}
N\to\frac{e^{-\lambda t}}{\sqrt{2\pi}\,\ell}\,e^{-\delta_0^2/2\ell^2},
\label{eq:survival}
\end{equation}
so the number left in a fixed window of sizes decays at the same rate $\lambda$.

\section{Second derivation: counting gains and losses}

The second route keeps $n$ discrete and needs no diffusion equation. An attachment raises $n$ by one and a detachment lowers it by one. The average over many clusters therefore obeys
\begin{equation}
\frac{d\langle n\rangle}{dt}=\langle f(n)-g(n)\rangle .
\label{eq:mean}
\end{equation}
Detailed balance \eqref{eq:balance}, moved down by one size, fixes the loss frequency:
\begin{equation}
g(n)=f(n-1)\,e^{W(n)-W(n-1)} .
\end{equation}
Taylor expansion about $n$ gives $f(n-1)\simeq f-f'$ and $W(n)-W(n-1)\simeq W'-\frac12W''$. Near the top of a broad barrier the exponent is small, and to first order in the small quantities
\begin{align}
g&\simeq (f-f')\left(1+W'-\tfrac12W''\right)
 \simeq f-f'+fW'-\tfrac12fW'',\\
f-g&\simeq -fW'+f'+\tfrac12fW''.
\label{eq:net}
\end{align}
Now put $W'\simeq W''(n_*)\delta$ and take the other factors at $n_*$. Since $f_*W''(n_*)=-\lambda$,
\begin{equation}
f-g\simeq\lambda\delta+f'_*-\tfrac12\lambda=\lambda(\delta-\delta_c),\qquad
\delta_c=\frac12-\frac{f'_*}{\lambda}.
\label{eq:shift}
\end{equation}
This is linear in $n$, so the average in \eqref{eq:mean} can be taken at once:
\begin{equation}
\frac{d}{dt}\langle\delta-\delta_c\rangle=\lambda\langle\delta-\delta_c\rangle .
\end{equation}
The growth rate is again \eqref{eq:result}, but the deviation is measured from $n_*+\delta_c$, where gains and losses balance, and not from the maximum of $W$.

\section{What each derivation assumes}

The two drifts differ for a definite reason. In the continuum, integrating $n\,\partial N/\partial t$ by parts gives
\begin{equation}
\frac{d\langle n\rangle}{dt}=\int J\,dn=\langle v+f'\rangle ,
\end{equation}
when $N$ vanishes at both ends. The term $f'$ arises because larger clusters take steps more often. It is part of the diffusion term in \eqref{eq:fp} but part of the mean drift in \eqref{eq:net}. The remaining $\frac12fW''$ comes from the discreteness of $n$: the flux in \eqref{eq:flux} belongs to the link between two sizes, half an atom from either.

The first derivation assumes that $N/N^{\rm e}$ is smooth on the scale of one atom. In return it gives the whole distribution. The second does not need a smooth population, but it needs rates that are smooth in $n$, and it yields a closed equation for the mean only where $f-g$ is linear across the population. Both need the vapour to stay fixed and detailed balance to hold. Neither applies to growth by irreversible reactions, for which no $W(n)$ fixes the losses.

\subsection*{Size of the corrections for a droplet}

For a spherical droplet with size-independent surface tension $\sigma$,
\begin{equation}
W=-n\ln S+\theta n^{2/3},\qquad \theta=\frac{4\pi r_1^2\sigma}{kT},
\label{eq:droplet}
\end{equation}
where $r_1$ is the radius of a sphere holding one atomic volume. Setting $W'=-\ln S+\frac23\theta n^{-1/3}$ to zero gives
\begin{equation}
n_*=\left(\frac{2\theta}{3\ln S}\right)^3 .
\end{equation}
Inserting $\ln S=\frac23\theta n_*^{-1/3}$ into \eqref{eq:droplet},
\begin{equation}
W_*=\left(1-\tfrac23\right)\theta n_*^{2/3}=\tfrac13\theta n_*^{2/3}.
\end{equation}
The curvature is $W''(n_*)=-\frac29\theta n_*^{-4/3}=-2W_*/3n_*^2$. Therefore
\begin{equation}
Z^2=\frac{W_*}{3\pi n_*^2},\qquad
\lambda=\frac{2W_*}{3n_*^2}f_*,\qquad
\frac{\ell}{n_*}=\sqrt{\frac{3}{2W_*}} .
\label{eq:droplet-rate}
\end{equation}
A high barrier makes the critical region narrow compared with $n_*$, which justifies the parabola. If $W_*$ is of order one, $\ell$ is comparable with $n_*$ and the linear law fails.

The slope of $f-g$ has corrections. For $f\propto n^{2/3}$ the term $f''$ is $-\frac29f_*/n_*^2$, which is $-1/(3W_*)$ relative to $\lambda$. Derivatives of the other terms, such as $\frac12fW'''$, contribute relative amounts of order $1/n_*$. At $n_*$ the second-order term of the exponential adds about $\frac12|W''|$, that is $W_*/3n_*^2$; in the slope at the zero of $f-g$ this part cancels. The decay rate of the discrete chain keeps a correction of that order, so all three must be small.

Near saturation, at fixed temperature, $n_*$ grows as $(\ln S)^{-3}$. With $f_*\propto n_*^{2/3}$ and $W_*\propto n_*^{2/3}$, \eqref{eq:droplet-rate} gives $\lambda\propto n_*^{-2/3}\propto(\ln S)^2$. The dynamics at the top slows down as $S\to1$, although the critical cluster, being larger, exchanges atoms more often.

The discrete chain of rates tests these statements without a drift law. Take $\theta=12$, $f\propto n^{2/3}$ and absorbing ends far from the top. The slowest decay rate divided by $\lambda$ is 0.990, 0.998 and 0.9996 for $n_*=50$, 200 and 1600. In each case the deviation from one is below $1/W_*+1/n_*$. For $n_*=1600$ gains and losses balance at 1597.574, against 1597.576 from \eqref{eq:shift}. For $n_*=300$, with the chain closed at 20 and 900 atoms, the separation between the means of two populations, started five atoms above and below the top, grows in a time $1/\lambda$ by a factor 2.731, where \eqref{eq:moments} gives $e=2.718$. The variance from a start at the top is then 4846, against 4812.

\section{Gold vapour in helium}

Gold particles made in the gas phase serve as seeds for the epitaxy of semiconductor nanowires. Consider gold vapour at 1500~K in helium at 760~Torr, with rough inputs, set for illustration and not as reference data: saturation pressure $7\times10^{-4}$~Torr, surface tension 1.1~J/m$^2$ and liquid density 17.3~g/cm$^3$. The supersaturation is set to $S=100$, so the gold pressure is 0.07~Torr. The atomic radius is $r_1=0.165$~nm and $\theta=18.23$. Then
\begin{align}
n_*&=\left(\frac{2\times18.23}{3\times4.605}\right)^3=18.4,\\
W_*&=\frac{18.23\times18.38^{2/3}}{3}=42.3,\\
2\pi Z^2&=\frac{2\times42.33}{3\times18.38^2}=0.0835 .
\end{align}
The barrier is about 5.5~eV, the critical radius 0.44~nm, and $\ell=3.5$ atoms.

For attachment, take hard spheres without attraction and let every collision stick. The cross-section is $\pi r_1^2(1+n^{1/3})^2$, and the relative speed contains the reduced mass, so with vapour density $\rho$ and mean atomic speed $\bar c$,
\begin{equation}
f(n)=\rho\,\pi r_1^2\left(1+n^{1/3}\right)^2\bar c\,\sqrt{1+1/n}.
\end{equation}
With $\rho=4.51\times10^{14}$~cm$^{-3}$ and $\bar c=402$~m/s this gives $f_*=2.11\times10^5$~s$^{-1}$. Hence
\begin{equation}
\lambda=0.0835\times2.11\times10^5~{\rm s^{-1}}=1.8\times10^4~{\rm s^{-1}},
\qquad \frac1\lambda=57~\mu{\rm s}.
\end{equation}
An atom arrives about every 5~$\mu$s, yet the deviation needs some twelve times as long to grow by a factor $e$, because gains and losses nearly cancel.

So few atoms put the expansion under strain. The slope of $f-g$ at its zero exceeds $\lambda$ by 1.3\%, while the slowest decay rate of the discrete chain is 6\% below $\lambda$. These differences are of the size expected from the three small quantities $1/n_*=0.05$, $1/W_*=0.02$ and $|W''(n_*)|=0.08$. Away from the top, \eqref{eq:droplet} gives $v=f\ln S\,[1-(n_*/n)^{1/3}]$, which is no longer linear. There the continuum velocity itself becomes inaccurate, because $W$ changes too much in one step: at $2n_*$ it gives $v=0.95f$, whereas $f-g=0.61f$. In the discrete chain, clusters of 20 atoms that grow to 37 take 148~$\mu$s on average, between two and three times $1/\lambda$.

\subsection*{When the steady flux may be used}

In steady state $J$ is the same at all sizes. Dividing \eqref{eq:fp} by $fN^{\rm e}$ and integrating from small sizes, where $N/N^{\rm e}=1$, to large ones, where it vanishes, gives
\begin{equation}
\frac1J=\int\frac{dn}{fN^{\rm e}}\simeq\frac{1}{f_*N^{\rm e}_*}\int e^{-\delta^2/2\ell^2}d\delta
=\frac{\sqrt{2\pi}\,\ell}{f_*N^{\rm e}_*}=\frac{1}{Zf_*N^{\rm e}_*}.
\end{equation}
Here $Z$ appears once, as an inverse width; in $\lambda$ it appears squared, as a curvature. With $N^{\rm e}=\rho e^{-W}$ the explicit sum over sizes gives $J=4.5$~cm$^{-3}$\,s$^{-1}$, within 0.1\% of $Zf_*N^{\rm e}_*$. The value itself is only an indication. If $N^{\rm e}$ is instead normalised to equal $\rho$ at $n=1$, $J$ is multiplied by $e^{W(1)}$ with $W(1)=\theta-\ln S=13.6$, nearly six powers of ten. The rate $\lambda$ is untouched, since a constant added to $W$ has no curvature.

Let $S$ now change in time with $\theta$ held fixed. At the maximum $dW_*/d\ln S=-n_*$, because the shift of $n_*$ contributes nothing where $W'=0$. The exponent of the flux must change by much less than one during $1/\lambda$, so a necessary condition is
\begin{equation}
\left|\frac{d\ln S}{dt}\right|\ll\frac{\lambda}{n_*}
=\frac{1.76\times10^4~{\rm s^{-1}}}{18.4}\approx 10^3~{\rm s^{-1}}.
\end{equation}
Changes much slower than this limit permit the steady flux as far as the barrier top is concerned; others call for the full set of populations. If $S$ rises because the vapour cools, $\theta$ rises too and offsets part of the change in $W_*$. For the gold example, with a heat of vaporisation of 3.5~eV, this part is about 25\% at constant surface tension and 30 to 34\% if the tension falls by 0.14 to 0.25~mN/m per kelvin. The limit then corresponds to a cooling rate of 7 to $8\times10^4$~K/s. Filling the sizes below the top and growing to a detectable size take further time. In the gold chain with $\ln S$ rising steadily at a tenth of the limit, the flux lies 4\% below its steady value at 18 atoms but 28\% below it at 37 atoms, so larger sizes need slower changes still.

\subsection*{Heat released by attachment}

A cluster that has just gained an atom is hot. Let it lose that atom at rate $h$ or cool at rate $c$, and let $u$ be the rate at which a cold cluster of size $n+1$ is heated to the hot state, of concentration $H$. If $H$ is steady, $(h+c)H=fN_n+uN_{n+1}$, and the net flux is
\begin{equation}
J_n=fN_n-hH=\frac{c\,fN_n-h\,uN_{n+1}}{c+h}.
\end{equation}
In equilibrium each step balances: $fN^{\rm e}_n=hH^{\rm e}$ and $uN^{\rm e}_{n+1}=cH^{\rm e}$. Thus $hu=cfN^{\rm e}_n/N^{\rm e}_{n+1}=cg$, and
\begin{equation}
J_n=\frac{c}{c+h}\left[f(n)N_n-g(n+1)N_{n+1}\right].
\end{equation}
Gains and losses are reduced alike, and so is $\lambda$, if the factor varies little near the top. A gold chain with separate hot and cold states and $h/c=0.5$ decays at 0.667 of the original rate, as this predicts.

For gradual cooling the fraction of atoms kept is $e^{-x}$, where $x$ is the excess loss rate integrated over time. The estimate takes a heat capacity of $3k$ per atom and a loss rate near $f_*$ at the gas temperature, rising with cluster temperature by an Arrhenius factor. Each helium collision removes $2k$ times the temperature excess times an accommodation coefficient. The heat is taken as 2.9~eV: a rough 3.5~eV of vaporisation less $kT\ln S$ for new surface. This ignores the fall of surface tension with temperature, which would lower the heat by a further 0.1 to 0.2~eV. The cluster then warms by 580~K. About $6\times10^4$ helium collisions occur per attachment, and the kept fraction is 0.94 for full accommodation and 0.81 for a coefficient of 0.3. With the full 3.5~eV and full accommodation it is 0.62, from $x=0.48$. Since $x$ varies inversely with the accommodation coefficient, 3.5~eV together with a coefficient of 0.3 gives $x=0.48/0.3=1.6$ and a kept fraction of only 0.2.

These fractions are too pessimistic for so small a cluster. The Arrhenius factor treats the cluster as if it stayed at its raised temperature while the atom leaves, but the energy of escape must come from the cluster's own finite store. If size and energy are followed together, with classical oscillators of heat capacity $3k$ per atom and detailed balance for every step, the rate $\lambda$ is multiplied by 0.97 and 0.92 for 2.9~eV, and by about 0.90 and 0.80 for 3.5~eV, the second value of each pair being for an accommodation coefficient of 0.3. These values count the heat as the excess over the thermal energy of the enlarged cluster. An arriving atom brings $2kT$ and takes up $3kT$, so the binding energy is one $kT$ larger than the heat. If the binding energy itself is set to 2.9 or 3.5~eV, the factors become 0.98 and 0.94, and 0.92 and 0.83. The simple estimate thus exaggerates the effect of heating, most of all where it predicts a large one.

\subsection*{The model beside a real reactor}

In a reactor where the vapour cools as it flows, $S=100$ at 1500~K can describe only one instant. A seed particle several nanometres across is far above the critical size; its final size depends on later condensation and merging, which $\lambda$ does not describe. Heating lowers the rate by about 2 to 20\% over the inputs tried, once the finite energy of the cluster is taken into account. A surface tension reduced by curvature, with a trial Tolman length of 0.02~nm, lowers $n_*$ to 15.9 but raises $\lambda$ by only 3\%. A sticking probability below one lowers $\lambda$ in proportion. Attraction between atom and cluster, left out of the hard-sphere rate, acts the other way: a capture estimate with van der Waals coefficients of 100 to 300 atomic units per pair of atoms, summed over atoms spread evenly through the cluster, raises $\lambda$ by a factor of 1.7 to 2.1. The result depends on this form: with all the attraction placed at the centre of the cluster the factor is only 1.2 to 1.4. Growth by single atoms is itself an approximation for gold, whose vapour also holds dimers. With a bond energy of 2.29~eV, dimers in equilibrium with the atoms would be about 6\% as numerous. A step of two atoms counts four times in the diffusion along the size axis, so their attachment would raise $\lambda$ by roughly 20\%. The mean free path of gold atoms, about 120~nm, is far larger than the cluster, so free-molecular collisions are a sound assumption. A much weaker one is the droplet form of $W$ for eighteen atoms: shell structure could change the curvature, and its effect is not estimated here. Within the droplet form, and for sticking close to one, the inputs used here give a growth time of 57~$\mu$s for hard spheres and about 30~$\mu$s with the attraction spread through the cluster. At fixed $S$ this time varies inversely with the saturation pressure, so an error of a factor of two in that rough input carries over in full.

\section*{Calculated quantities}
\begin{verbatim}
MODEL CLUSTERS, theta = 12, attachment proportional to n^(2/3)
n*=50: barrier 54.3 kT, chain decay rate/lambda = 0.98987
n*=200: barrier 136.8 kT, chain decay rate/lambda = 0.99765
n*=1600: barrier 547.2 kT, chain decay rate/lambda = 0.99962
n*=1600: zero of f-g at 1597.574, formula 1597.576
n*=300, time 1/lambda: mean deviation grows by 2.7311 (e = 2.7183)
n*=300, time 1/lambda: variance 4846 atoms^2, formula 4812
GOLD VAPOUR IN HELIUM (rough inputs)
temperature 1500 K, kT = 0.1293 eV
saturation pressure 7.0e-04 Torr, S = 100, ln S = 4.6052
gold pressure 0.070 Torr, helium 760 Torr
surface tension 1.10 J/m^2, liquid density 17.3 g/cm^3
atomic volume 0.01891 nm^3, atom radius 0.1653 nm
vapour density 4.506e+14 cm^-3, mean speed 401.5 m/s
theta = 18.231
critical size n* = 18.38 atoms, radius 0.436 nm
barrier 42.33 kT = 5.472 eV
Zeldovich factor Z = 0.1153, 2 pi Z^2 = 0.08350
attachment frequency f* = 2.1115e+05 s^-1
growth rate lambda = 1.7631e+04 s^-1
growth time 1/lambda = 56.72 microseconds
thermal half-width = 3.46 atoms
chain decay rate 1.6561e+04 s^-1, ratio to lambda 0.9393
relative shift on doubling chain top 110: 2.5e-14
zero of f-g at 18.588 atoms, formula 18.586
slope of f-g at its zero / lambda = 1.0132
steady flux 4.54e+00 cm^-3 s^-1, ratio to Z f* N* = 1.0009
NEGLECTED EFFECTS FOR THE GOLD EXAMPLE
drift time n*+1 to 2n*: full 174.7, linear 165.1 microseconds
Tolman length 0.02 nm: n* = 15.87, lambda changes by factor 1.030
helium collisions per gold attachment = 6.119e+04
heat of vaporisation 3.50 eV, net heat of attachment 2.905 eV
heat 2.90 eV, accommodation 1.0: rise 580 K, x = 0.064, kept 0.938
heat 2.90 eV, accommodation 0.3: rise 580 K, x = 0.212, kept 0.809
heat 3.50 eV, accommodation 1.0: rise 698 K, x = 0.482, kept 0.618
hot-cold chain, h/c = 0.5: rate factor 0.6667, c/(c+h) = 0.6667
gold mean free path in helium 121 nm, 278 cluster radii
\end{verbatim}
